# Strong-field energies and orientation of a rigid dipolar rotor: a program that tests the result

```python
"""
Pendular limit of a rigid linear rotor in a static electric field.
H/B = J^2 - w cos(theta), w = mu F / B, Omega = sqrt(2 w), m = |M|,
nu = 2 J - m + 1, with J the field-free label followed at fixed M.
Claims under test, for w -> infinity at fixed J and M:
  E/B   = -w + nu Omega + c0 + c1/Omega + ...
  <cos> = 1 - nu/Omega + c1/Omega^3 + ...
  c0 = (3 m^2 - 3 - nu^2)/8,  c1 = nu (9 m^2 - nu^2 - 3)/64.
Reference values come from diagonalization in spherical harmonics.
"""
import numpy as np
import sympy as sp
from scipy.constants import physical_constants
from scipy.optimize import brentq
from scipy.special import genlaguerre, lpmv, roots_laguerre

BASIS_SIZE = 80


def cosine_matrix(m, size=BASIS_SIZE):
    j = np.arange(m, m + size - 1, dtype=float)
    coupling = np.sqrt(((j + 1)**2 - m**2) / ((2*j + 1) * (2*j + 3)))
    return np.diag(coupling, 1) + np.diag(coupling, -1)


def exact_state(w, J, m):
    """Energy in units of B, <cos theta>, and coefficients over J' >= m."""
    j = np.arange(m, m + BASIS_SIZE, dtype=float)
    cosine = cosine_matrix(m)
    energies, vectors = np.linalg.eigh(np.diag(j*(j + 1)) - w*cosine)
    vector = vectors[:, J - m]
    return energies[J - m], vector @ cosine @ vector, vector


def pendular_coefficients(J, m):
    nu = 2*J - m + 1
    return nu, (3*m**2 - 3 - nu**2)/8, nu*(9*m**2 - nu**2 - 3)/64


states = [(J, m) for J in range(4) for m in range(J + 1)]

# Matrix elements of cos(theta) and polar node counts, by quadrature.
nodes, weights = np.polynomial.legendre.leggauss(200)
for m in range(4):
    polar = np.array([lpmv(m, j, nodes) for j in range(m, m + 40)])
    polar /= np.sqrt((polar**2) @ weights)[:, None]
    by_quadrature = (polar * (weights*nodes)) @ polar.T
    assert np.allclose(by_quadrature, cosine_matrix(m, 40), atol=1e-10)
    for J in range(m, 4):
        wave = exact_state(50.0, J, m)[2][:40] @ polar
        # rounding noise in the far exponential tail is excluded
        visible = wave[np.abs(wave) > 1e-6*np.abs(wave).max()]
        assert np.sum(visible[1:]*visible[:-1] < 0) == J - m

# Kinetic energy in the variable x = 1 - cos(theta), on a trial function.
theta, x = sp.symbols("theta x", positive=True)
trial = x*sp.exp(-3*x) + x**3
in_theta = trial.subs(x, 1 - sp.cos(theta))
kinetic_theta = -sp.diff(sp.sin(theta)*sp.diff(in_theta, theta), theta)
kinetic_theta = kinetic_theta/sp.sin(theta)
kinetic_x = -sp.diff(x*(2 - x)*sp.diff(trial, x), x)
for angle in (0.4, 1.3, 2.6):
    left = float(kinetic_theta.subs(theta, angle))
    right = float(kinetic_x.subs(x, 1 - np.cos(angle)))
    assert abs(left - right) < 1e-10*(1 + abs(left))

# Oscillator functions: eigenvalue, mean y and dilation operator.
y, y_weights = roots_laguerre(30)
for m in range(4):
    measure = y_weights*y**m
    functions, dilated, oscillator = [], [], []
    for n in range(7):
        poly = genlaguerre(n, m)
        value, first, second = poly(y), poly.deriv()(y), poly.deriv(2)(y)
        norm = np.sqrt(np.sum(measure*value**2))
        # logarithmic derivative of the prefactor y^(m/2) exp(-y/2)
        slope = m/(2*y) - 0.5
        d1 = first + slope*value
        d2 = second + 2*slope*first + (slope**2 - m/(2*y**2))*value
        h_value = -2*(y*d2 + d1) + (m**2/(2*y) + y/2)*value
        functions.append(value/norm)
        dilated.append((y*d1 + value/2)/norm)
        oscillator.append(h_value/norm)
    functions, dilated = np.array(functions), np.array(dilated)
    oscillator = np.array(oscillator)
    h_matrix = (functions*measure) @ oscillator.T
    assert np.allclose(h_matrix, np.diag(2*np.arange(7) + m + 1), atol=1e-8)
    d_matrix = (functions*measure) @ dilated.T
    k = np.arange(6)
    ladder = np.sqrt((k + 1)*(k + m + 1))/2
    expected = np.diag(ladder, -1) - np.diag(ladder, 1)
    assert np.allclose(d_matrix, expected, atol=1e-8)
    for n in range(7):
        nu = 2*n + m + 1
        mean_y = np.sum(measure*y*functions[n]**2)
        norm_d = np.sum(measure*dilated[n]**2)
        assert abs(mean_y - nu) < 1e-8
        assert abs(norm_d - (nu**2 - m**2 + 1)/8) < 1e-8

# Asymptotic coefficients extracted from exact energies and orientations.
omegas = np.arange(20.0, 81.0, 10.0)
scaled = 20.0/omegas
vandermonde = np.vander(scaled, increasing=True)
powers = 20.0**np.arange(len(omegas))
extracted = {}
for J, m in states:
    nu, c0, c1 = pendular_coefficients(J, m)
    data = [exact_state(om**2/2, J, m)[:2] for om in omegas]
    energy = np.array([d[0] for d in data])
    orientation = np.array([d[1] for d in data])
    # E/B + w divided by Omega has the series nu + c0/Omega + ...
    e_fit = np.linalg.solve(vandermonde, energy + omegas**2/2 - nu*omegas)
    e_fit = e_fit*powers
    o_fit = np.linalg.solve(vandermonde, (1 - orientation)*omegas)*powers
    # tolerances cover truncation of the seven-term interpolation
    assert abs(e_fit[0] - c0) < 1e-4
    assert abs(e_fit[1] - c1) < 5e-3
    assert abs(o_fit[0] - nu) < 1e-4
    assert abs(o_fit[1]) < 5e-3
    assert abs(o_fit[2] + c1) < 3e-2
    extracted[J, m] = (e_fit[0], e_fit[1])

# Worked example with round model parameters, in atomic units.
dipole, rot_constant, field = 1.0, 1.0e-6, 5.0e-5
w = dipole*field/rot_constant
omega = np.sqrt(2*w)
to_ghz = physical_constants["hartree-hertz relationship"][0]*1e-9
to_volt_per_m = physical_constants["atomic unit of electric field"][0]

print(f"dipole mu = {dipole:.1f} e a0")
print(f"rotational constant B = {rot_constant:.1e} hartree")
print(f"field F = {field:.1e} atomic units")
print(f"w = {w:.1f}, Omega = {omega:.1f} (dimensionless)")
print("States at this w; energies in units of B")
print("J |M| nu  E exact    E two-term  E four-term")
for J, m in [s for s in states if s[0] <= 2]:
    nu, c0, c1 = pendular_coefficients(J, m)
    energy = exact_state(w, J, m)[0]
    two = -w + nu*omega
    four = two + c0 + c1/omega
    assert abs(energy - four) < abs(energy - two)
    print(f"{J}  {m}  {nu}  {energy:10.5f} {two:10.5f} {four:10.5f}")
print("Orientation at this w (dimensionless)")
print("J |M|  cos exact  1-nu/Omega  with c1 term")
for J, m in [s for s in states if s[0] <= 2]:
    nu, c0, c1 = pendular_coefficients(J, m)
    cosine = exact_state(w, J, m)[1]
    lead = 1 - nu/omega
    print(f"{J}  {m}  {cosine:9.6f} {lead:9.6f} {lead + c1/omega**3:9.6f}")

print("Ground state: w, (E exact - E two-term)/B, cos, 1-1/Omega")
for om in (2.0, 5.0, 10.0, 20.0, 40.0):
    energy, cosine, _ = exact_state(om**2/2, 0, 0)
    error = energy + om**2/2 - om
    print(f"{om**2/2:6.1f} {error:9.5f} {cosine:9.6f} {1 - 1/om:9.6f}")

print("State J=1, M=0: w, exact cos")
turning = [exact_state(v, 1, 0)[1] for v in (1.0, 5.0, 50.0, 800.0)]
assert turning[0] < 0 < turning[2] < turning[3]
for v, cosine in zip((1.0, 5.0, 50.0, 800.0), turning):
    print(f"{v:6.1f} {cosine:9.6f}")
w_turn = brentq(lambda v: exact_state(v, 1, 0)[1], 1.0, 50.0)
print(f"its cos changes sign at w = {w_turn:.4f}")

print("Extracted from exact energies: J |M| c0 c1 (units of B)")
for J, m in ((0, 0), (1, 0), (1, 1)):
    a, b = extracted[J, m]
    print(f"{J}  {m}  {a:9.5f} {b:9.5f}")

target = 0.9
w_exact = brentq(lambda v: exact_state(v, 0, 0)[1] - target, 1.0, 200.0)
w_law = 1/(2*(1 - target)**2)
assert abs(w_exact/w_law - 1) < 0.01
field_exact = w_exact*rot_constant/dipole
print(f"ground-state cos = {target}: exact w = {w_exact:.4f}")
print(f"same from leading law: w = {w_law:.4f}")
print(f"exact field needed = {field_exact:.5e} atomic units")
print(f"exact field needed = {field_exact*to_volt_per_m:.4e} V/m")
ground = exact_state(w, 0, 0)[0]*rot_constant
print(f"ground energy at w = {w:.0f}: {ground:.6e} hartree")
print(f"ground energy / h = {ground*to_ghz:.3f} GHz")
print("tests ok")
```

Printed output:

```
dipole mu = 1.0 e a0
rotational constant B = 1.0e-06 hartree
field F = 5.0e-05 atomic units
w = 50.0, Omega = 10.0 (dimensionless)
States at this w; energies in units of B
J |M| nu  E exact    E two-term  E four-term
0  0  1   -40.50678  -40.00000  -40.50625
1  0  3   -21.56488  -20.00000  -21.55625
1  1  2   -30.49137  -30.00000  -30.49375
2  0  5    -3.77155   -0.00000   -3.71875
2  1  4   -12.06191  -10.00000  -12.06250
2  2  3   -19.85477  -20.00000  -19.88750
Orientation at this w (dimensionless)
J |M|  cos exact  1-nu/Omega  with c1 term
0  0   0.899926  0.900000  0.899938
1  0   0.699244  0.700000  0.699437
1  1   0.800117  0.800000  0.800063
2  0   0.496548  0.500000  0.497812
2  1   0.599432  0.600000  0.599375
2  2   0.701875  0.700000  0.701125
Ground state: w, (E exact - E two-term)/B, cos, 1-1/Omega
   2.0  -0.55729  0.481193  0.500000
  12.5  -0.51497  0.799266  0.800000
  50.0  -0.50678  0.899926  0.900000
 200.0  -0.50325  0.949992  0.950000
 800.0  -0.50159  0.974999  0.975000
State J=1, M=0: w, exact cos
   1.0 -0.165085
   5.0  0.008734
  50.0  0.699244
 800.0  0.924991
its cos changes sign at w = 4.9018
Extracted from exact energies: J |M| c0 c1 (units of B)
0  0   -0.50000  -0.06250
1  0   -1.50000  -0.56250
1  1   -0.50000   0.06250
ground-state cos = 0.9: exact w = 50.0737
same from leading law: w = 50.0000
exact field needed = 5.00737e-05 atomic units
exact field needed = 2.5749e+07 V/m
ground energy at w = 50: -4.050678e-05 hartree
ground energy / h = -266.522 GHz
tests ok
```
